# Amorphous Pockets in Silicon and the Limits of Counting Frenkel Pairs

## Definitions and conventions

Take a silicon crystal with $N$ lattice sites and $N$ atoms in a periodic cell of fixed volume. The sites form the reference lattice and stay fixed whatever the atoms do. Let $a$ be the lattice constant, $d=\sqrt3\,a/4$ the bond length and $\rho=8/a^3$ the number of atoms per volume. Lengths are in Å and energies in eV.

A Frenkel pair is a vacancy together with an interstitial atom. It is isolated when the two are far enough apart, and far enough from other defects, for their interaction to be negligible. An amorphous pocket is a connected region in which the crystalline order is largely lost, enclosed in crystal.

Three counts will be compared.

- The **Wigner-Seitz count** $N_{\rm WS}$ assigns each atom to its nearest site and counts the sites that receive none.
- The **sphere count** $N_{\rm empty}(r)$ is the number of sites with no atom within a distance $r$.
- The **displacement count** $N_{\rm disp}(r)$ is the number of atoms farther than $r$ from the site where they started.

## The belief and its appeal

The belief is that a collision cascade in silicon leaves a certain number of isolated Frenkel pairs, and that a good analysis finds this number. A hard collision knocks an atom off its site, the site stays empty, and the atom comes to rest elsewhere. For well-separated events this is a sound description.

The belief also seems to be confirmed by the count itself. Let $n_s$ be the number of atoms assigned to site $s$. Each atom is assigned once, so

$$\sum_s (n_s-1)=N-N=0 .$$

An empty site contributes $-1$ to this sum, a site with one atom contributes zero, and a site with more contributes its surplus. Separating the signs gives

$$N_{\rm WS}=\sum_{n_s\ge 2}(n_s-1).$$

Vacancies and surplus atoms balance, as they would for Frenkel pairs. But the derivation used nothing except the equality of the numbers of atoms and sites. A liquid in the same cell obeys the same balance, so the balance is no evidence that separate pairs exist.

## How the counts are related

If $r$ grows, a sphere can gain atoms but cannot lose any. Therefore $N_{\rm empty}(r)$ cannot increase with $r$.

The faces of a Wigner-Seitz cell lie on planes halfway between a site and other sites. The closest planes belong to the nearest neighbours, at distance $d/2$. A sphere of radius $r\le d/2$ thus lies inside the cell, and an empty cell implies an empty sphere:

$$N_{\rm empty}(r)\ge N_{\rm WS}\qquad (r\le d/2).$$

If the sphere of a site is empty, the atom that started there is farther than $r$ from it. Different sites have different original atoms, so

$$N_{\rm disp}(r)\ge N_{\rm empty}(r).$$

The reverse need not hold. If two atoms exchange places, two atoms are displaced, yet no sphere is empty.

An extreme case shows how much depends on the question asked. Shift a perfect crystal rigidly by a vector of length $u$, with $r<u<d/2$. Every atom remains in its own Wigner-Seitz cell, so $N_{\rm WS}=0$. The nearest atom to each site is at distance $u$, so $N_{\rm empty}(r)=N$. No defect has been made; the sphere count has detected a poor alignment with the reference. For this reason the median displacement is subtracted before the counts in the damaged crystals below.

Thermal vibration gives a second false signal. Suppose the three Cartesian displacements of an atom are independent Gaussian variables with mean zero and standard deviation $s$, small enough for each atom to stay nearest to its own site. With $t=|\mathbf u|/s$, the probability of lying outside the sphere is

$$P_{\rm out}=\sqrt{\frac{2}{\pi}}\int_{r/s}^{\infty}t^2e^{-t^2/2}\,dt .$$

Since $t e^{-t^2/2}$ is the derivative of $-e^{-t^2/2}$, integration by parts gives

$$P_{\rm out}=\sqrt{\frac{2}{\pi}}\,\frac{r}{s}\,e^{-r^2/2s^2}+\operatorname{erfc}\!\left(\frac{r}{\sqrt2\,s}\right).$$

At $r=3s$ this is about 0.029, or 29 apparent vacancies per thousand sites of an undamaged crystal. The structures below are therefore relaxed to small forces before anything is counted.

## What a sphere count gives in amorphous matter

Now consider matter whose atomic positions have no registry with the reference lattice. This can be expressed by giving the lattice a random rigid offset, uniform over the periodic cell of volume $V$.

For a given sphere, each atom has probability $(4\pi r^3/3)/V$ of lying inside. Adding the probabilities of all $N=\rho V$ atoms gives the mean occupation

$$\phi(r)=\frac{4\pi}{3}\rho r^3 .$$

This addition requires no independence between atoms. Let $P_k$ be the probability of finding $k$ atoms in the sphere. Then

$$1-P_0=\sum_{k\ge1}P_k\le\sum_{k\ge1}kP_k=\phi(r),$$

and hence

$$P_0\ge 1-\phi(r).$$

Two atoms in one sphere are at most $2r$ apart. If $2r$ is smaller than the shortest interatomic distance, no sphere holds two atoms, the two sums agree, and

$$P_0=1-\phi(r).$$

At the largest radius for which neighbouring spheres do not overlap, $r=d/2=\sqrt3\,a/8$,

$$\phi\!\left(\frac d2\right)=\frac{4\pi}{3}\,\frac{8}{a^3}\,\frac{3\sqrt3\,a^3}{512}=\frac{\pi\sqrt3}{16}\approx0.340 .$$

At least 66% of the sites are then expected to appear vacant, although the material contains one atom per site. Smaller spheres raise the fraction towards one. The sphere radius enters the answer directly. The curve flattens towards $r=0$, where every site appears vacant, and at large $r$, where none does. Neither limit gives a meaningful number of defects.

The Wigner-Seitz cell has mean occupation one, because its volume is $1/\rho$. Its empty fraction depends on how the atoms are correlated and has to be computed. For uncorrelated atoms the occupation would follow a Poisson distribution, with empty fraction $e^{-1}\approx0.37$.

## The model used for the numbers

The atoms interact through the Stillinger-Weber potential. A pair at distance $r$ has energy

$$v(r)=A\varepsilon\left[B\left(\frac{\sigma}{r}\right)^4-1\right]\exp\!\left(\frac{\sigma}{r-r_c}\right),\qquad r<r_c,$$

with $\varepsilon=2.1683$ eV, $\sigma=2.0951$ Å, $r_c=1.8\sigma$, $A=7.049556277$ and $B=0.6022245584$. Beyond $r_c$ it vanishes. Each atom $i$ also has the angular energy

$$E_{3,i}=\lambda\varepsilon\sum_{j<k}g_jg_k\left(\cos\theta_{jk}+\tfrac13\right)^2,\qquad g_j=\exp\!\left(\frac{1.2\,\sigma}{r_{ij}-r_c}\right),$$

with $\lambda=21$. It vanishes for tetrahedral angles, whose cosine is $-1/3$. In the crystal, four bonds of energy $-\varepsilon$, each shared by two atoms, give $-2\varepsilon=-4.337$ eV per atom, as computed.

The triplet sum can be avoided. Let $\mathbf n_j$ be the unit vector to neighbour $j$, so that $\cos\theta_{jk}=\mathbf n_j\cdot\mathbf n_k$, and define

$$M_0=\sum_j g_j,\quad \mathbf M_1=\sum_j g_j\mathbf n_j,\quad \mathsf M_2=\sum_j g_j\mathbf n_j\mathbf n_j .$$

Expanding the square and summing over all ordered $j,k$ gives $\mathsf M_2\!:\!\mathsf M_2+\frac23\mathbf M_1^2+\frac19M_0^2$. The terms with $j=k$ have cosine one and contribute $(4/3)^2g_j^2$. Removing them, and halving because each pair was counted twice, yields

$$E_{3,i}=\frac{\lambda\varepsilon}{2}\left[\mathsf M_2\!:\!\mathsf M_2+\frac23\mathbf M_1^2+\frac19M_0^2-\frac{16}{9}\sum_jg_j^2\right].$$

For a randomly distorted crystal of 64 atoms, the total energy from this form agrees with the explicit pair and triplet sum to $2\times10^{-13}$ eV. The three force components on one atom agree with finite differences of the explicit sum to $3\times10^{-8}$ eV/Å.

## An isolated pair passes the test

In a crystal of 512 sites, one atom is moved to a tetrahedral hole 14.1 Å from its site. After relaxation the structure lies 9.30 eV above the perfect crystal. One Wigner-Seitz cell is empty. The sphere count is also one at every radius examined, from 0.3 Å to $d/2=1.176$ Å.

Here the belief works. Every site but one keeps an atom within 0.3 Å, so the radius can be changed by a factor of almost four without changing the answer.

Part of this range is owed to a special feature of the vacancy. Its four neighbours are $a/\sqrt2=3.84$ Å apart, just beyond $r_c=3.77$ Å, and their remaining bonds have the ideal length and angles. No force acts on them, so they stay at their sites. This state is only metastable. If the neighbours are first pushed inward by 0.3 Å, they relax to about 0.56 Å from their sites, and the pair energy falls to 7.56 eV. The sphere count is then five at 0.3 and 0.5 Å, and one from 0.7 Å to $d/2$. A plateau remains, but it starts only beyond the displacement of the neighbours.

Even such a plateau is not guaranteed for every isolated defect. In a split interstitial two atoms share one site and may both lie outside its sphere, which adds an apparent vacancy. At the smallest radii, the spheres of strained neighbours may be empty too. For one known defect, such additions can be identified.

The value 9.30 eV belongs to the pair with the unrelaxed vacancy and to this potential. It is the pair energy used below unless another is stated. Its last digit depends on the cell: tightly relaxed cells of 216, 512 and 1000 sites give 9.34, 9.29 and 9.28 eV. The tetrahedral interstitial is not the lowest one in this potential. In a 216-site cell it costs 5.0 eV, a $\langle110\rangle$ split interstitial 4.5 eV and a form reached by annealing 3.7 eV. The last, together with the relaxed vacancy, gives a pair energy of about 6.4 eV.

## Bulk amorphous material has no such plateau

A cell of 216 atoms is given 1.5 eV per atom as random kinetic energy, evolved for 2.5 ps, cooled by damping for 1 ps and relaxed. The root-mean-square displacement is 8.6 Å, more than three bond lengths. The shortest interatomic distance is 2.315 Å, so the equality for $P_0$ applies up to $r=1.157$ Å.

At $r=1.0$ Å the formula gives an empty fraction of 0.7908. Averaging over 400 random offsets gives 0.7905, which checks the counting argument. That average would obey the formula for any structure with the same density and no shorter interatomic distance, even a crystal. The physical question is whether the quenched material has lost its registry, so the original lattice must be used without an offset. It gives 0.782. For 216 independent sites the expected scatter would be $\sqrt{0.79\times0.21/216}\approx0.03$, so the difference is insignificant. A perfect crystal in its original registry would give zero.

At $r=d/2$ the offset average is 0.6588, slightly below the bound 0.6599. The bound applies to the full average, and 400 offsets leave a sampling scatter of roughly $0.03/\sqrt{400}\approx0.002$.

The offset-averaged fraction of empty Wigner-Seitz cells is 0.23. Read literally, this would mean 23 Frenkel pairs per hundred atoms. The energy contradicts that reading. The material lies 0.292 eV per atom above the crystal, so the energy per empty cell is

$$\frac{0.292\ \text{eV}}{0.2325}\approx1.3\ \text{eV},$$

about one seventh of the 9.30 eV found for the isolated pair. The empty cells are places where the reference lattice fails to match the structure. They are not independent vacancies.

## The pocket

For the pocket, all atoms within 8.5 Å of the centre of a 1000-atom crystal receive random velocities. There are 136 of them, and at 2 eV each the deposit is 272 eV. During the first 1.5 ps, atoms that started more than 12 Å from the centre are damped, so that they act as a heat sink. All atoms are then damped for 0.5 ps, and the structure is relaxed. This heat spike represents the late, hot stage of a cascade, after the energy has been shared among many atoms. It does not follow a primary recoil.

The damage is a single region. Of the 75 atoms whose energy exceeds the crystal value by more than 0.2 eV, 74 belong to one cluster when atoms closer than $r_c=3.77$ Å are linked.

Loss of lattice order can be measured by averaging $\cos(\mathbf G\cdot\mathbf x)$ over atoms and over six $\{220\}$ reciprocal-lattice vectors $\mathbf G$, one from each pair $\pm\mathbf G$. The result is one for perfect sites, and also for atoms in tetrahedral holes, and it averages to zero for positions without registry. It is 0.997 beyond 12 Å from the centre and 0.26 within 6 Å. The core is strongly disordered but retains some registry. For about 45 independent random positions the scatter would be only $\sqrt{1/(12\times45)}\approx0.04$; the correlations of an amorphous structure raise it to about 0.05. The nearby crystal may have guided the solidifying atoms, but this explanation was not tested.

The same relaxed atoms give the following counts.

| $r$ (Å) | Pair, unrelaxed vacancy | Pocket |
|---|---:|---:|
| 0.300 | 1 | 82 |
| 0.500 | 1 | 57 |
| 0.700 | 1 | 47 |
| 0.900 | 1 | 36 |
| 1.000 | 1 | 33 |
| 1.176 | 1 | 26 |

The Wigner-Seitz count of the pocket is 10, and 60 atoms have moved by more than $d/2$. The order $60\ge26\ge10$ is the one required by the inequalities. All three numbers are correct answers, to three different questions.

Criteria based on local surroundings add further answers. The number of atoms with an energy excess above 0.1, 0.2 and 0.4 eV is 111, 75 and 19. The number whose coordination differs from four is 59, 39 and 77 for neighbour cutoffs of 2.6, 2.8 and 3.0 Å. This last sequence is not monotonic, and it need not be. A longer cutoff can raise a coordination from three to four, which removes an atom from the count, or from four to five, which adds one. The fall from 59 to 39 requires changes of the first type, and the rise to 77 requires changes of the second.

## The energy of this pocket excludes ten isolated pairs

One might still choose the Wigner-Seitz result and say that the pocket consists of ten isolated Frenkel pairs. Ten pairs of the kind computed above would store

$$10\times9.3\ \text{eV}=93\ \text{eV}.$$

The pocket stores 36.3 eV, or 39% of this. Choosing the 26 empty spheres at $r=d/2$ makes the disagreement worse, since 26 pairs would require 242 eV. Dividing the stored energy by the pair energy would give 3.9 "pairs", which matches neither count.

For this pocket the conclusion survives a lower pair energy. Ten isolated pairs would fit the stored energy only if each cost 3.6 eV, compared with 7.56 eV for the pair with the relaxed vacancy and about 6.4 eV for the lowest pair quoted above. The size and even the sign of the mismatch belong to this realization. Three spikes with other random velocities, run with a 2 fs step, gave Wigner-Seitz counts of 2, 6 and 11 at stored energies of 28, 31 and 33 eV, that is 14, 5 and 3 eV per empty cell, and none showed a plateau in the sphere count. The stored energy changes little while the count changes fivefold, so the one is not a fixed multiple of the other. For the tabulated pocket the comparison excludes ten isolated pairs of any of these types. It does not exclude a description in terms of strongly interacting defects, but in such a description the energy and the behaviour of the region are no longer sums over independent members.

Can the pocket instead be treated as a piece of registry-free material in an otherwise perfect crystal? If it contained $N_a$ such sites, one would expect $N_{\rm empty}(r)\approx N_a[1-\phi(r)]$. Dividing the counts by $1-\phi$ gives 82 at 0.3 Å, 51 at 0.7 Å and 39 at $d/2$. The result is not constant, so this model fails too, most clearly at small radii. Small spheres also respond to modest displacements of atoms that still belong to recognizable sites. Between 0.9 Å and $d/2$ the quotient varies less, from 42 to 39, which may indicate a core of about 40 sites. The remaining registry makes that a conjecture.

Forty atoms at the bulk excess of 0.292 eV would store about 12 eV, a third of the actual energy. The rest would have to come from the boundary, from strain, or from less favourable bonding than in the bulk sample. These parts were not separated. A pocket has a boundary that is comparable in extent with its interior, and bulk amorphous values should not be transferred to it without a check.

## What carries over to implanted silicon

A real implantation cascade starts with an energetic ion and branches into regions of different energy density. It can leave point defects, small clusters and amorphous pockets together. The present calculation isolates one dense region, with a chosen deposit of 2 eV per atom, and tabulates one realization. It cannot predict how many pockets an ion makes. It also omits electronic energy loss and later annealing, during which pockets can shrink by recrystallization.

The potential and the rapid cooling affect the numbers. Well-relaxed amorphous silicon lies roughly 0.1 eV per atom above the crystal, while the rapidly quenched model gives 0.29 eV. If the empty-cell fraction stayed at 0.23, the lower value would reduce the energy per empty cell from 1.3 to about 0.4 eV, still farther from that of an isolated pair. The mean coordination in the pocket core is 4.33 within 2.8 Å, higher than the value near four of well-relaxed amorphous silicon. The amorphous solid is also about 2% less dense than the crystal, whereas the bulk sample was held at crystal density. Correcting this would lower $\phi$ by about 2% of its value and leave the two-thirds estimate essentially unchanged.

A reported defect number therefore needs its criterion, its threshold and the state of relaxation. Comparing two cascades by the same criterion can still be useful. Passing the number to an annealing model as free vacancies and interstitials requires a further demonstration that the defects are separate. A count that stays stable once $r$ exceeds the displacements of the atoms around a defect supports that step, and so does an energy close to the sum for isolated defects. The pocket computed here has neither property. A stable count alone would not be enough, since adjacent vacancies can give one too. Nor would the energy alone, since the energy per empty cell of a pocket scatters widely and can come near a pair energy by accident. In the numerical output below, the isolated pair is the one with the unrelaxed vacancy.

## Numbers as computed

```
lattice constant 5.4309 A, bond length 2.3517 A
atom density 0.04994 per A^3
crystal energy -4.3366 eV per atom
moment form minus triplet sum 2.3e-13 eV
largest force error 2.9e-08 eV/A
ISOLATED FRENKEL PAIR, 512 sites
initial separation 14.11 A
pair energy 9.298 eV, WS empty cells 1
  r = 0.300 A: empty spheres 1
  r = 0.500 A: empty spheres 1
  r = 0.700 A: empty spheres 1
  r = 0.900 A: empty spheres 1
  r = 1.000 A: empty spheres 1
  r = 1.176 A: empty spheres 1
BULK AMORPHOUS, 216 atoms, 1.5 eV per atom supplied
rms displacement 8.64 A, shortest distance 2.315 A
excess energy 0.292 eV per atom
WS empty fraction, offset average 0.2325
excess energy per WS empty cell 1.255 eV
empty-sphere fraction: 1-phi, offset average, original registry
  r = 0.300 A: 0.9944  0.9944  0.9954
  r = 0.500 A: 0.9739  0.9742  0.9769
  r = 0.700 A: 0.9282  0.9283  0.9306
  r = 0.900 A: 0.8475  0.8473  0.8611
  r = 1.000 A: 0.7908  0.7905  0.7824
  r = 1.176 A: 0.6599  0.6588  0.6343
POCKET, 1000 atoms, spike radius 8.5 A, 2 eV per atom
heated atoms 136, deposited energy 272.0 eV
energy balance error 0.109 eV
stored energy 36.26 eV
WS empty cells 10, stored energy per cell 3.626 eV
energy if isolated pairs 93.0 eV
  r = 0.300 A: empty spheres 82, divided by 1-phi 82.5
  r = 0.500 A: empty spheres 57, divided by 1-phi 58.5
  r = 0.700 A: empty spheres 47, divided by 1-phi 50.6
  r = 0.900 A: empty spheres 36, divided by 1-phi 42.5
  r = 1.000 A: empty spheres 33, divided by 1-phi 41.7
  r = 1.176 A: empty spheres 26, divided by 1-phi 39.4
atoms displaced by more than d/2: 60
  coordination not 4 within 2.6 A: 59 atoms
  coordination not 4 within 2.8 A: 39 atoms
  coordination not 4 within 3.0 A: 77 atoms
  site energy excess above 0.1 eV: 111 atoms
  site energy excess above 0.2 eV: 75 atoms
  site energy excess above 0.4 eV: 19 atoms
largest cluster 74 of 75 atoms above 0.2 eV
lattice order: core (r < 6 A) 0.259, far (r > 12 A) 0.997
mean core coordination within 2.8 A 4.33
```
